# Why squared electron-phonon couplings resist direct interpolation across crossings, part 1

(Sections cited here and not found follow in the second part.)

**Question.** I have electron-phonon matrix elements $g_{mn\nu}(k,q)$ on a coarse grid and need them on a fine one. Since $|g|^2$ is real, periodic and free of eigenvector phases, I planned to interpolate it directly, by Fourier series or splines, or to interpolate $g$ after fixing its phases. A colleague says this fails and that only the Wannier gauge with Cartesian displacements gives analytic functions. What goes wrong, how large is the effect, and is the word "only" correct?

**Answer.** Direct interpolation fails because the labels $m,n,\nu$ come from sorting by energy, and a single sorted band or branch is singular, or nearly so, where it crosses or nearly crosses another and the two exchange character. The word "only" needs correcting. A chain model shows both points. Hartree atomic units are used, with $k$ and $q$ in units of $1/a$.

### The model and its coupling

Each cell holds one atom of mass $M$ with three orbitals $a,b,c$. Orbital $j$ hops to the same orbital on the neighbour with amplitude $h_j e^{-\beta(d-a)}$, where $d$ is the bond length and $h=(-t,t,t)$. With Bloch sums $|j,k\rangle=N_c^{-1/2}\sum_R e^{ikR}|j,R\rangle$,

$$H(k)=\begin{pmatrix}-2t\cos k&\Delta&v\\ \Delta&2t\cos k&0\\ v&0&E_c+2t\cos k\end{pmatrix}.$$

A displacement $u_y$ shifts the levels by $Yu_y$, with $Y=\mathrm{diag}(\gamma_a,\gamma_b,0)$. The elastic energy is $\sum_R[\tfrac K2(\mathbf n\cdot(\mathbf u_{R+1}-\mathbf u_R))^2+\tfrac{K_s}2u_{y,R}^2]$ with $\mathbf n=(\cos\alpha,\sin\alpha)$. For $\mathbf u_R\propto e^{iqR}$ one has $|e^{iq}-1|^2=2s$ with $s=1-\cos q$, so

$$D(q)=As\,\mathbf n\mathbf n^T+B\,\hat{\mathbf y}\hat{\mathbf y}^T,\qquad A=2K/M,\quad B=K_s/M .$$

Let $G_\alpha(k,q)$ be the first-order matrix element between $|j,k\rangle$ and $|j,k+q\rangle$ for the unit pattern $u_{\alpha,R}=e^{iqR}$. A $y$ displacement changes $d$ at second order, so $G_y=Y$. For $x$, the bond $(R,R+1)$ changes its hopping by $-\beta h\,e^{iqR}(e^{iq}-1)$. The hop $R\to R+1$ carries the phase $e^{-i(k+q)(R+1)}e^{ikR}$, the reverse hop $e^{-i(k+q)R}e^{ik(R+1)}$, and the $R$ dependence cancels:

$$G_x=-\beta h(e^{iq}-1)\left[e^{-i(k+q)}+e^{ik}\right]=-\beta h\left[e^{-ik}-e^{ik}+e^{i(k+q)}-e^{-i(k+q)}\right]=-2i\beta h\,[\sin(k+q)-\sin k].$$

With eigenvectors $\psi_n(k)$ of $H$ and $e_\nu(q)$ of $D$ (eigenvalue $\omega_\nu^2$), both sorted upward,

$$g_{mn\nu}=\frac{d_{mn\nu}}{\sqrt{2M\omega_\nu}},\qquad d_{mn\nu}=\sum_\alpha e_{\alpha\nu}(q)\,\psi_m(k+q)^\dagger G_\alpha\,\psi_n(k).$$

The numerical check after this text tests $d$ against frozen displacements on a ring (largest deviation $3\times10^{-11}$ Ha/bohr) and $D$ against the ring Hessian. The parameters are round model values: $a=5$ bohr; $t=0.05$, $E_c=0.3$, $v=0.1$, $\Delta=0.005$ Ha; $\beta=0.5$ bohr$^{-1}$; $\gamma_a=0.03$, $\gamma_b=0.01$ Ha/bohr; $M=20000$; $K=0.05$, $K_s=0.08$ Ha/bohr$^2$; $\alpha=0.03$.

Multiplying $d$ by its conjugate and writing $P_n=\psi_n\psi_n^\dagger$,

$$|g_{mn\nu}|^2=\frac1{2M\omega_\nu}\sum_{\alpha\beta}e_{\alpha\nu}e^*_{\beta\nu}\,\mathrm{Tr}\!\left[P_m(k+q)\,G_\alpha\,P_n(k)\,G_\beta^\dagger\right].$$

The phases are gone, as you say, wherever the levels and branches are non-degenerate; at a degeneracy the single projector is not defined, and $|g|^2$ changes under unitary mixing of the degenerate states. The matrices $H$, $D$, $G_\alpha$ are trigonometric polynomials. But the expression is linear in the projector on one band at $k$, one band at $k+q$ and one branch at $q$, and it inherits their singularities unless the coefficient happens to vanish.

### What smoothness buys

Let $f$ be $2\pi$-periodic, $c_n=\frac1{2\pi}\int_0^{2\pi}f\,e^{-ink}dk$. Sampling on $N$ points ($N$ odd) cannot tell $e^{ink}$ from $e^{i(n+mN)k}$, so the Fourier interpolant has coefficients $\sum_mc_{r+mN}$ for $|r|<N/2$. Each $c_n$ with $|n|>N/2$ is missing once and misplaced once, so the error is at most $2\sum_{|n|>N/2}|c_n|$.

If $f$ is analytic for $|\mathrm{Im}\,k|<\kappa$, move the contour for $n>0$ to $k-iy$ with $y<\kappa$. The vertical sides cancel by periodicity and $|e^{-in(k-iy)}|=e^{-ny}$, so $c_n$ falls as $e^{-ny}$ for any such $y$. If the obstacle is a branch point $k_*$ with $\mathrm{Im}\,k_*=-\kappa$ and $f\sim(k-k_*)^{-\sigma}$, wrap the contour round the cut $k=k_*-iy$: the integral $\int_0^\infty y^{-\sigma}e^{-ny}dy=\Gamma(1-\sigma)\,n^{\sigma-1}$ gives $|c_n|\sim n^{\sigma-1}e^{-\kappa n}$ at large $n$. The error bound then falls as $e^{-\kappa N/2}$ times a power of $N$.

If $f$ has jumps $J_j=f(k_j^+)-f(k_j^-)$, integrate by parts on each smooth piece. The piece ending at $k_j$ gives $f(k_j^-)e^{-ink_j}/(-in)$ and the piece starting there gives minus $f(k_j^+)e^{-ink_j}/(-in)$, so

$$c_n=\sum_j\frac{J_j\,e^{-ink_j}}{2\pi i\,n}+O(n^{-2}).$$

For any continuous interpolant $F$, splines included, $|J_j|\le|f(k_j^+)-F(k_j)|+|F(k_j)-f(k_j^-)|$, so the error on one side is at least $|J_j|/2$ for every $N$.

### A single band near a crossing

Near a crossing at $k_x$ two states obey $H=E_0+\delta\,\sigma_z+w\,\sigma_x$ with $\delta=u\,(k-k_x)$. The square of $\delta\sigma_z+w\sigma_x$ is $r^2=\delta^2+w^2$, so $E_\pm=E_0\pm r$ and

$$P_\pm=\tfrac12\left[1\pm\frac{\delta\sigma_z+w\sigma_x}{r}\right].$$

For $w=0$, $\delta/r$ is the sign of $\delta$ and $P_-$ jumps. For $w\ne0$, $r$ vanishes at $k_x\pm iw/u$, where $P_\pm\sim(k-k_*)^{-1/2}$, so $c_n\sim n^{-1/2}e^{-\kappa n}$. The gap is $2|w|$ and the uncoupled slopes differ by $2|u|$, so $\kappa_{\rm in}=$ gap/(slope difference) to leading order in $w$.

In the chain at $\Delta=0$, orbital $b$ decouples with energy $2t\cos k$. Inserting $E=2t\cos k$ in the determinant of the $a$–$c$ block gives $(-4t\cos k)E_c-v^2=0$, so $\cos k_x=-v^2/(4tE_c)=-1/6$ and $k_x=1.7382$. The diagonal elements of that block differ by $d=E_c+4t\cos k$, and its lower level lies $\rho-d/2$ below $H_{aa}$, with $\rho=\sqrt{d^2/4+v^2}$. The first row of the eigenvalue equation gives the ratio of the $c$ to the $a$ component as $-(\rho-d/2)/v=-\tan\theta$ with $\cos2\theta=d/2\rho$, $\sin2\theta=v/\rho$. The state is $(\cos\theta,0,-\sin\theta)$. At $k_x$, $d=0.2667$, $\tan2\theta=0.75$, $\cos2\theta=0.8$, $\cos\theta=0.9487$.

The lowest sorted band is this state for $\cos k>\cos k_x$ and $b$ otherwise, and the diagonal $G_\alpha$ do not connect the two. At fixed $q$ other than $0$ and $\pm2k_x$, where both states can switch together, $|g_{11\nu}|^2$ therefore jumps to or from zero at $k=\pm k_x$ and at $k+q=\pm k_x$. For $q=-1.30$ and the upper branch the closed-form states give jumps $-9.51,\,-3.05,\,+3.05,\,+9.51$ (in $10^{-6}$ Ha$^2$) at $k=1.738,\,-1.738,\,3.038,\,-0.438$. The Fourier coefficients of numerically sorted data follow the $1/n$ law to 0.5% of $\sum_j|J_j|/(2\pi n)$ in the tested range.

For small $\Delta$, $w=\Delta\cos\theta$, the matrix element between $b$ and the $a$-like state. By the Hellmann–Feynman theorem the slope of the $a$-like level with respect to $\cos k$ is $-2t\cos^2\theta+2t\sin^2\theta=-2t\cos2\theta$, and that of $b$ is $2t$. The slopes in $k$ differ by $2t(1+\cos2\theta)\sin k_x=4t\cos^2\theta\sin k_x$, so

$$\kappa_{\rm in}\approx\frac{2\Delta\cos\theta}{4t\cos^2\theta\sin k_x}=\frac{\Delta}{2t\cos\theta\sin k_x}=\frac{0.005}{0.1\times0.9487\times0.9860}=0.0535 .$$

Without approximation, levels merge at the zeros of the discriminant of $\det(H-E)$, a quartic in $\cos k$, whose inner pair of roots gives 0.0534. A fit to the decay of the coefficients of $|g|^2$ along $k$ gives 0.0536. The gap is $2\Delta\cos\theta=0.00949$ Ha, or 258 meV, so even a sizeable gap leaves a narrow strip.

Fixing phases does not help. Suppose a normalized $\psi_1(k)$ were analytic in a wider strip. Then $\psi_1(\bar k)^\dagger$ would be analytic there too, and so would their product, which equals $P_1$ on the real axis. Since $P_1$ diverges at $k_*$, no choice of phase carries a single band past it.

### A single phonon branch

Here $D_{xx}-D_{yy}=As\cos2\alpha-B$ and $2D_{xy}=As\sin2\alpha$. The squared splitting is the sum of their squares, which factorizes:

$$(\omega_2^2-\omega_1^2)^2=(As\,e^{2i\alpha}-B)(As\,e^{-2i\alpha}-B).$$

It vanishes at $\cos q=1-(B/A)e^{\pm2i\alpha}$. With $A=5\times10^{-6}$ and $B=4\times10^{-6}$ Ha$^2$, $\alpha=0$ gives an exact crossing at $\cos q_x=0.2$, $q_x=1.3694$. For small $\alpha$, $\mathrm{Im}\cos q\approx-\sin q_x\,\mathrm{Im}\,q$, so $\kappa_{\rm ph}\approx(B/A)\sin2\alpha/\sin q_x=0.8\times0.0600/0.9798=0.0490$, equal to the exact root at this precision. The fit along $q$ gives 0.0492. It uses the isolated third band for both electron states, so the narrow strip comes from the phonon branch alone.

The acoustic branch is non-smooth without any crossing. Expanding, $\det D=As\cos^2\alpha\,(As\sin^2\alpha+B)-A^2s^2\sin^2\alpha\cos^2\alpha=AB\,s\cos^2\alpha$. As $q\to0$, $\omega_2^2\to B$ and $s\to q^2/2$, so $\omega_1^2=\det D/\omega_2^2$ gives $\omega_1\to\sqrt{A/2}\,\cos\alpha\,|q|$. The second row of the eigenvalue equation gives $e_y/e_x=-D_{xy}/(D_{yy}-\omega_1^2)=O(q^2)$, while $G_x\to-2i\beta hq\cos k$. Hence

$$\frac{|g_{111}|^2}{|q|}\to\frac{(2\beta h_{\rm eff}\cos k)^2}{2M\sqrt{A/2}\,\cos\alpha},\qquad h_{\rm eff}=\psi_1^\dagger h\,\psi_1=-\frac{E_1'(k)}{2\sin k},$$

the last step by Hellmann–Feynman with $H'=-2h\sin k$. At $k=0.4$, $h_{\rm eff}=-0.04616$ Ha, the numerator is $(0.04616\times0.9211)^2=1.808\times10^{-3}$, the denominator is $63.22$, and the ratio is $2.859\times10^{-5}$ Ha$^2$, as found numerically on both sides of $q=0$. So $|g|^2\propto|q|$ has a kink, produced by $1/\omega$, wherever $h_{\rm eff}\cos k\ne0$.

### Why the group of bands is smoother

In the two-level model $P_++P_-=1$: the singular terms cancel. In general the projector on a group separated by a gap from the other bands is $P(k)=\frac1{2\pi i}\oint(z-H(k))^{-1}dz$ around the levels of the group. The resolvent is analytic in $k$ while no level touches the contour, and a merger of two levels inside it does not touch it. $P$ can be continued until a level inside meets one outside.

For bands 1 and 2 the gap to band 3 is at least 0.2235 Ha. At $\Delta=0$ the relevant merger is $\rho=0$, that is $d=\pm2iv$ or $\cos k=(-E_c\pm2iv)/4t=-1.5\pm i$. For $k=x+iy$, $\cos k=\cos x\cosh y-i\sin x\sinh y$. Using $\sin^2x\sinh^2y=(1-\cos^2x)(\cosh^2y-1)$ one finds $|\cos k\pm1|^2=(\cosh y\pm\cos x)^2$, so $\cosh y=\tfrac12(|\cos k+1|+|\cos k-1|)=\tfrac12(1.1180+2.6926)=1.9053$ and $\kappa_{\rm out}=1.2605$. The outer roots of the quartic at $\Delta=0.005$ give 1.2604, which is 25.7 times $\kappa_{\rm ph}$.

A basis for the group is needed that depends on the eigenvectors only through $P$. Let $T$ be the $3\times2$ matrix selecting orbitals $a,b$, and $\Psi$ the $3\times2$ matrix of computed eigenvectors, so $P=\Psi\Psi^\dagger$. With $\mathcal A=\Psi^\dagger T$ and $S=\mathcal A^\dagger\mathcal A=T^\dagger PT$, the Löwdin frame is

$$W=PT\,S^{-1/2}=\Psi U,\qquad U=\mathcal A(\mathcal A^\dagger\mathcal A)^{-1/2},\qquad W^\dagger W=S^{-1/2}SS^{-1/2}=1 .$$

Any unitary remixing $\Psi\to\Psi\Phi$, random phases and reordering included, sends $U\to\Phi^\dagger U$ and leaves $W$ unchanged.

It remains to see whether $S^{-1/2}$ adds singularities. $H$ is real symmetric, so transposes are used for complex $k$. With $P=1-\psi_3\psi_3^T$ and $\mathbf w=T^T\psi_3$, $S=1-\mathbf w\mathbf w^T$ has eigenvalue $1-\mathbf w\cdot\mathbf w=\psi_{3c}^2$ along $\mathbf w$ and 1 across it, so

$$\det S=\psi_{3c}^2,\qquad S^{-1/2}=1+\frac{\mathbf w\mathbf w^T}{\psi_{3c}(1+\psi_{3c})},$$

since along $\mathbf w$ the right side is $1+(1-\psi_{3c})/\psi_{3c}=1/\psi_{3c}$. At $\Delta=0$, $\psi_{3c}^2=\cos^2\theta=\tfrac12(1+d/2\rho)$, and the values 0 and 1 need $d^2=4\rho^2$, that is $v=0$, so neither denominator vanishes. For $\Delta\neq0$, $\psi_{3c}^2$ is the residue of the $cc$ element of the resolvent, $C(E_3)/[(E_3-E_1)(E_3-E_2)]$, with cofactor $C(E)=(E+2t\cos k)(E-2t\cos k)-\Delta^2$. Now $\det(E-H)=(E-H_{cc})\,C(E)-v^2(E-2t\cos k)$. If $C(E_3)=0$, the vanishing determinant forces $E_3=2t\cos k$, and then $C=-\Delta^2\ne0$, a contradiction. That $\psi_{3c}\ne-1$ inside the strip is not proved here for $\Delta\ne0$ and rests on the numerical decay. At $\Delta=0$, $W_{ca}=-\sin\theta$ and $\sin^2\theta=\tfrac12(1-d/2\rho)\sim(k-k_*)^{-1/2}$, so $\sigma=1/4$ and $c_n\sim n^{-3/4}e^{-\kappa_{\rm out}n}$. A fit of this form at $\Delta=0.005$ gives 1.266, within 0.5% of the root. The coefficients of $W$ are the amplitudes of the Wannier functions on distant cells, so $1/\kappa_{\rm out}$ is their decay length in cells.

The mode basis is removed by completeness, $\sum_\nu e_{\beta\nu}e^*_{\alpha\nu}=\delta_{\alpha\beta}$, applied to $d$, which carries no $1/\sqrt\omega$. The objects to interpolate are

$$H^W=U^\dagger E\,U=W^\dagger HW,\qquad D=\sum_\nu e_\nu\omega_\nu^2e_\nu^\dagger,$$
$$G^W_\alpha=U(k+q)^\dagger\Big[\sum_\nu e^*_{\alpha\nu}d_\nu\Big]U(k)=W(k+q)^\dagger G_\alpha W(k).$$

$G^W$ is analytic in $k$ and in $k'=k+q$ within $\kappa_{\rm out}$, so shifting both contours bounds the coefficient of $e^{ikR}e^{ik'R'}$ by a decay $e^{-y(|R|+|R'|)}$, $y<\kappa_{\rm out}$. In the variables $(k,q)$ the indices are $R+R'$ and $R'$. A term is lost on the $N\times N$ grid when either exceeds $N/2$ in size, and either case implies $|R|+|R'|>N/2$, so the rate is again $e^{-\kappa_{\rm out}N/2}$.

At a fine point one diagonalizes the interpolated matrices, $H^WV=VE$, so that $\psi=WV$ and $d_{mn\nu}=\sum_\alpha e_{\alpha\nu}V_m(k+q)^\dagger G^W_\alpha V_n(k)$, and one divides by $\sqrt{2M\omega_\nu}$ last. The jumps are recreated by the diagonalization, and the acoustic kink by the final division. The latter needs the interpolated $G^W_x$ to vanish at $q=0$. It does so when the coarse grid contains $q=0$, where all the data vanish; otherwise the residual error is divided by $\omega_1\to0$. By first-order perturbation theory an error $\delta H$ turns $V$ by about $\delta H$ over the level splitting, so accuracy is lost where the splitting is as small as $\delta H$.

In this chain, sorted single bands and branches limit direct interpolation through jumps or narrow strips of analyticity, while a Löwdin frame for the whole group with Cartesian displacements has a much wider strip, a result that for $\Delta\ne0$ rests partly on the numerical decay. What remains is to measure the errors on actual grids and to see where the word "only" fails.
